# Choosing and Understanding Small FFT Boxes for Ultrasoft Augmentation Charges: a program that tests the result

```python
# Small moving FFT boxes for ultrasoft augmentation charges (Hartree units).
# Result under test: with box G vectors g, |g|<GC, box origin O on the dense grid, tau=R-O,
#   n(O+x) = (1/Vb) sum_g rho_ab Qhat_ab(g) exp(-i g.tau) exp(i g.x)
# is the box-periodic fold of the filtered Q; its charge is exact; its energy error comes from
# cutoff tails; D_ab = sum Qhat e^{-ig.tau} conj(Vt), F = sum i g rho Qhat e^{-ig.tau} conj(Vt)
# are exact derivatives at fixed O; cost is linear in atom number (standard route: quadratic).
# Symbols: R_ae, Rps = all-electron / pseudo O 2p radial functions, q = R_ae^2 - Rps^2,
# q_L = pseudized radial functions, w = (rho_xx,rho_yy,rho_zz,2rho_xy,2rho_xz,2rho_yz).
import time
import numpy as np
from math import comb
from numpy.polynomial import Polynomial as Poly
from numpy.polynomial.legendre import leggauss
from numpy.fft import fftn, ifftn
from scipy.linalg import eigh
from scipy.integrate import cumulative_trapezoid as cumtrap, quad
from scipy.interpolate import CubicSpline
from scipy.special import spherical_jn
from scipy.constants import physical_constants as pc
from pyscf.dft import libxc

HA_EV = pc['Hartree energy in eV'][0]
BOHR_A = pc['Bohr radius'][0] * 1e10
pi = np.pi
def vec(v, f='.6f'):
    return ' '.join(format(float(t), f) for t in v)

# ---------- spherical LDA oxygen atom ----------
Z = 8.0
x = np.linspace(np.log(1e-9), np.log(40.0), 6000)
r = np.exp(x); wt = r * (x[1] - x[0])
chan = []
for l, nbas, occ in ((0, 22, [2.0, 2.0]), (1, 16, [4.0])):
    al = 0.04 * 2.0 ** np.arange(nbas)
    e = np.exp(-np.outer(al, r * r))
    U = r ** (l + 1) * e
    dU = ((l + 1) * r ** l - 2 * al[:, None] * r ** (l + 2)) * e
    nrm = 1 / np.sqrt((U * U) @ wt)
    U = U * nrm[:, None]; dU = dU * nrm[:, None]
    T = 0.5 * ((dU * wt) @ dU.T + l * (l + 1) * (U * wt / r ** 2) @ U.T)
    chan.append((al, nrm, U, (U * wt) @ U.T, T, occ))
vin = np.zeros_like(r)
for it in range(300):
    rho4 = np.zeros_like(r); kin = 0.0
    for al, nrm, U, S, T, occ in chan:
        ev, C = eigh(T + (U * (wt * (vin - Z / r))) @ U.T, S)
        for i, f in enumerate(occ):
            rho4 += f * (C[:, i] @ U) ** 2
            kin += f * C[:, i] @ T @ C[:, i]
    eps2p, alp, cp = ev[0], al, C[:, 0] * nrm
    outer = cumtrap(rho4, x, initial=0)
    vh = cumtrap(rho4 * r, x, initial=0) / r + outer[-1] - outer
    xc = libxc.eval_xc('LDA,VWN', rho4 / (4 * pi * r * r), spin=0, deriv=1)
    exc = np.asarray(xc[0]).ravel(); vxc = np.asarray(xc[1][0]).ravel()
    resid = (rho4 * np.abs(vh + vxc - vin)) @ wt
    if resid < 1e-8:
        break
    vin = vin + 0.3 * (vh + vxc - vin)
assert resid < 1e-6
ene = -Z * (rho4 / r) @ wt; eh = 0.5 * (rho4 * vh) @ wt
virial = 2 * kin + ene + eh + 3 * (rho4 * (vxc - exc)) @ wt
assert abs(virial) < 2e-3
print(f"O atom LDA total energy {kin+ene+eh+(rho4*exc)@wt:.4f} Ha, 2p level {eps2p:.5f} Ha")
print(f"virial residual {virial:.1e} Ha")

# ---------- pseudo-orbital and pseudized augmentation functions ----------
RC, RIN, H, GC = 1.5, 1.0, 0.2, 14.0
def R_ae(s):
    s = np.atleast_1d(np.asarray(s, float))
    return s * (np.exp(-np.outer(s * s, alp)) @ cp)
if R_ae(1.0)[0] < 0:
    cp = -cp
def dpoly(p, m):
    return p.deriv(m) if m > 0 else p
def mono(n):
    return Poly([0.0] * n + [1.0])
def ae_derivs(s, order):
    out = np.zeros(order + 1)
    for a, c in zip(alp, cp):
        p = Poly([0.0, 1.0])
        for m in range(order + 1):
            out[m] += c * p(s) * np.exp(-a * s * s)
            p = p.deriv() - Poly([0.0, 2 * a]) * p
    return out
def gl(a, b, n):
    t, v = leggauss(n)
    return 0.5 * (b - a) * t + 0.5 * (a + b), 0.5 * (b - a) * v
cps = np.linalg.solve([[dpoly(mono(1 + 2 * k), m)(RC) for k in range(3)] for m in range(3)],
                      ae_derivs(RC, 2))
Rps = Poly([0.0, cps[0], 0.0, cps[1], 0.0, cps[2]])
def q_raw(s):
    return R_ae(s) ** 2 - Rps(np.atleast_1d(s)) ** 2
da = ae_derivs(RIN, 3)
dq = [sum(comb(m, j) * da[j] * da[m - j] for j in range(m + 1)) - dpoly(Rps * Rps, m)(RIN)
      for m in range(4)]
ra, wa = [np.concatenate(z) for z in zip(gl(0, 0.1, 80), gl(0.1, RIN, 120))]
qpoly = {}
for L in (0, 2):
    M = [[dpoly(mono(L + 2 * k), m)(RIN) for k in range(5)] for m in range(4)]
    M.append([RIN ** (2 * L + 2 * k + 3) / (2 * L + 2 * k + 3) for k in range(5)])
    sol = np.linalg.solve(M, dq + [(q_raw(ra) * ra ** (L + 2)) @ wa])
    co = np.zeros(L + 9); co[L::2] = sol
    qpoly[L] = Poly(co)
def q_rad(L, s):
    out = np.zeros_like(s); inn = s < RIN; mid = (s >= RIN) & (s < RC)
    out[inn] = qpoly[L](s[inn]); out[mid] = q_raw(s[mid])
    return out
rq, wq = [np.concatenate(z) for z in zip(gl(0, RIN, 60), gl(RIN, RC, 60))]
ktab = np.arange(0, 30.001, 0.005)
qhat = {L: CubicSpline(ktab, spherical_jn(L, np.outer(ktab, rq)) @ (q_rad(L, rq) * rq ** 2 * wq))
        for L in (0, 2)}
deficit = 1 - (Rps * Rps * mono(2)).integ()(RC) - quad(
    lambda s: (R_ae(s)[0] * s) ** 2, RC, 40, epsabs=1e-12, limit=200)[0]
mom2 = quad(lambda s: q_raw(s)[0] * s ** 4, 0, RC, epsabs=1e-12, limit=200, points=[0.05, 0.3])[0]
assert abs(qhat[0](0.0) - deficit) < 1e-8
assert abs((q_rad(2, rq) * rq ** 4) @ wq - mom2) < 1e-8
print(f"r_c {RC} bohr, r_in {RIN} bohr, h {H} bohr, G_c {GC} 1/bohr, E_c {GC**2/2:.1f} Ha")
print("pseudo-orbital c0 c1 c2 (a.u.):", vec(cps))
print("q_0 coefficients of r^0,2,..8 (a.u.):", vec(qpoly[0].coef[0::2], '.5f'))
print("q_2 coefficients of r^2,4,..10 (a.u.):", vec(qpoly[2].coef[2::2], '.5f'))
print(f"norm deficit {deficit:.6f} e, L=2 moment {mom2:.6f} e bohr^2")
print(f"qhat_0(G_c) {float(qhat[0](GC)):.3e} e, qhat_2(G_c) {float(qhat[2](GC)):.3e} e")

PAIRS = [(0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2)]
def angular(v, f0, f2):
    s = np.linalg.norm(v, axis=1); u = v / np.where(s > 0, s, 1.0)[:, None]
    a0, a2 = f0(s), f2(s)
    return np.array([(a == b) * a0 + 3 * a2 * (u[:, a] * u[:, b] - (a == b) / 3) for a, b in PAIRS])
def Q_recip(G):
    return angular(G, qhat[0], lambda s: -qhat[2](s))
def Q_real(d):
    return angular(d, lambda s: q_rad(0, s), lambda s: q_rad(2, s)) / (4 * pi)
def weights(u):
    m = np.eye(3) + np.outer(u, u)
    return np.array([m[a, b] * (1 if a == b else 2) for a, b in PAIRS])
# Fourier formula against 3D quadrature of the real-space function
ct, wc = leggauss(40); ph = 2 * pi * np.arange(48) / 48; st = np.sqrt(1 - ct ** 2)
dirs = np.stack([np.outer(st, np.cos(ph)), np.outer(st, np.sin(ph)),
                 np.outer(ct, np.ones(48))], -1).reshape(-1, 3)
pts = (rq[:, None, None] * dirs[None]).reshape(-1, 3)
w3 = np.outer(wq * rq ** 2, np.repeat(wc, 48) * 2 * pi / 48).ravel()
Qpts = Q_real(pts)
for kv in ([1.0, 0.5, -2.0], [6.0, -7.0, 9.0]):
    kv = np.array(kv)
    assert np.abs(Qpts @ (w3 * np.exp(-1j * pts @ kv)) - Q_recip(kv[None])[:, 0]).max() < 1e-9
# far tail of the sharply filtered L=0 function against the integration-by-parts series
q0 = q_rad(0, rq) * wq
g0, g1 = (q0 * rq) @ np.sin(GC * rq), (q0 * rq ** 2) @ np.cos(GC * rq)
g2, g3 = -(q0 * rq ** 3) @ np.sin(GC * rq), -(q0 * rq ** 4) @ np.cos(GC * rq)
kk, wk = gl(0, GC, 400); gam = np.sin(np.outer(kk, rq)) @ (q0 * rq)
for s in (30.0, 31.3, 33.7):
    series = (-g0 * np.cos(GC * s) + g1 * np.sin(GC * s) / s
              + g2 * np.cos(GC * s) / s ** 2 - g3 * np.sin(GC * s) / s ** 3)
    assert abs(s * (gam * wk) @ np.sin(kk * s) - series) < 1e-3 * np.hypot(g0, g1 / RC)
print(f"tail: gamma(G_c) {g0:.3e} e/bohr, gamma'(G_c) {g1:.3e} e")

# ---------- grids and box operations ----------
class Grid:
    def __init__(self, A, n, gc, cube=False):
        self.A = np.array(A, float); self.n = np.array(n); self.N = int(np.prod(n))
        self.vol = abs(np.linalg.det(self.A))
        assert np.all(gc * np.linalg.norm(self.A, axis=1) / (2 * pi) < self.n / 2)
        m = np.meshgrid(*[np.fft.fftfreq(k) * k for k in n], indexing='ij')
        G = np.stack([a.ravel() for a in m], 1) @ (2 * pi * np.linalg.inv(self.A).T)
        keep = np.ones(self.N, bool) if cube else (G * G).sum(1) < gc * gc
        self.idx = np.nonzero(keep)[0]; self.G = G[self.idx]; self.Q = Q_recip(self.G)
    def to_real(self, c):
        full = np.zeros(self.N, complex); full[self.idx] = c
        return ifftn(full.reshape(self.n)) * self.N
    def coef(self, w, pos):
        return (w @ self.Q) * np.exp(-1j * (self.G @ pos)) / self.vol
    def field(self, w, pos):
        return self.to_real(self.coef(w, pos))
    def project(self, V, w, pos):
        t = np.exp(-1j * (self.G @ pos)) * np.conj(fftn(V).ravel()[self.idx]) / self.N
        return (self.Q @ t).real, (1j * (self.G.T @ ((w @ self.Q) * t))).real
def make_box(cell, nb, gc=GC, cube=False):
    return Grid(cell.A * (np.array(nb) / cell.n)[:, None], nb, gc, cube)
def origin(cell, box, R):
    return np.rint(R @ np.linalg.inv(cell.A) * cell.n).astype(int) - box.n // 2
def window(cell, box, o):
    return np.ix_(*[(o[k] + np.arange(box.n[k])) % cell.n[k] for k in range(3)])
def tau(cell, R, o):
    return R - (o / cell.n) @ cell.A
def box_density(cell, box, w, R, o=None):
    o = origin(cell, box, R) if o is None else o
    out = np.zeros(cell.n); out[window(cell, box, o)] = box.field(w, tau(cell, R, o)).real
    return out
def rel_points(cell, box, o, R):
    m = np.meshgrid(*[(o[k] + np.arange(box.n[k])) / cell.n[k] for k in range(3)], indexing='ij')
    return np.stack([a.ravel() for a in m], 1) @ cell.A - R
def fold(F, n):
    p = np.array(F.shape) // np.array(n)
    return F.reshape(p[0], n[0], p[1], n[1], p[2], n[2]).sum(axis=(0, 2, 4))
def cubic(n, gc=GC):
    return Grid(np.eye(3) * n * H, [n] * 3, gc)

cell, big = cubic(60), cubic(120); box = make_box(cell, [20] * 3); dV = H ** 3
R0 = np.array([6.07, 5.94, 6.09]); w0 = weights(np.array([1, 2, 2]) / 3)
o0 = origin(cell, box, R0); t0 = tau(cell, R0, o0); delta = t0 - H * (box.n // 2)
print(f"cell 12 bohr: {cell.N} points, {len(cell.idx)} G; box 4 bohr: {box.N} points, {len(box.idx)} g")
print("R (bohr):", vec(R0, '.2f'), " box origin index:", vec(o0, '.0f'))
print("tau (bohr):", vec(t0, '.2f'), " delta (bohr):", vec(delta, '.2f'))
print("w = rho xx yy zz, 2 rho xy xz yz:", vec(w0, '.4f'))
dense = cell.field(w0, R0).real
# fold identities: incommensurate cubic box and a triclinic cell
F120 = big.field(w0, R0).real; b24 = make_box(cell, [24] * 3); o24 = origin(cell, b24, R0)
e1 = np.abs(fold(F120, [60] * 3) - dense).max()
e2 = np.abs(fold(F120, [24] * 3)[window(b24, b24, o24)] - b24.field(w0, tau(cell, R0, o24))).max()
tri = Grid([[9, 0, 0], [1.5, 9.5, 0], [-1, 1.2, 10]], [44, 48, 50], GC)
bt = make_box(tri, [22, 24, 25]); Rt = np.array([0.31, 8.77, 4.13]); ot = origin(tri, bt, Rt)
e3 = np.abs(fold(tri.field(w0, Rt).real, bt.n)[window(bt, bt, ot)] - bt.field(w0, tau(tri, Rt, ot))).max()
assert max(e1, e2, e3) < 1e-12
print(f"fold identity residuals {e1:.1e} {e2:.1e} {e3:.1e} e/bohr^3")
# phase, reality, charge, dipole
fb = box.field(w0, t0); d = rel_points(cell, box, o0, R0); exact = w0 @ Q_real(d)
snap = box.field(w0, t0 - delta).real.ravel()
im_cube = np.abs(make_box(cell, [20] * 3, cube=True).field(w0, t0).imag).max()
assert np.abs(fb.imag).max() < 1e-13 and im_cube > 1e-9
fb = fb.real.ravel(); qtot = 4 * deficit
ep, es = np.abs(fb - exact).max(), np.abs(snap - exact).max()
dip, dips = dV * fb @ d, dV * snap @ d
assert ep < 2e-2 * exact.max() and es > 10 * ep
assert np.linalg.norm(dip) < 0.05 * np.linalg.norm(dips)
assert np.linalg.norm(dips + qtot * delta) < 0.05 * np.linalg.norm(dips)
assert abs(dV * fb.sum() - qtot) < 1e-7
print(f"max Q {exact.max():.5f}; max error with phase {ep:.2e}, without {es:.2e} e/bohr^3")
print(f"max imaginary part with Nyquist terms kept {im_cube:.2e} e/bohr^3")
print(f"charge: box {dV*fb.sum():.8f} e, 4 x deficit {qtot:.8f} e")
print("dipole about R, with phase (e bohr):", vec(dip, '.2e'))
print("dipole without phase (e bohr):", vec(dips), " -q delta:", vec(-qtot * delta))
# box-size and cutoff scans, relative L2 error against the standard route
err = {}
for nb in (10, 16, 20, 24, 30):
    err[nb] = np.linalg.norm(box_density(cell, make_box(cell, [nb] * 3), w0, R0) - dense) / np.linalg.norm(dense)
    print(f"box {nb} points ({nb*H:.1f} bohr): relative L2 density error {err[nb]:.2e}")
c8 = cubic(60, 8.0); d8 = c8.field(w0, R0).real
err8 = np.linalg.norm(box_density(c8, make_box(c8, [20] * 3, 8.0), w0, R0) - d8) / np.linalg.norm(d8)
assert err[10] > 5 * err[20] and err[30] < err[20] < err8 and err[30] > 1e-7
print(f"box 20 points, G_c 8 1/bohr: relative L2 density error {err8:.2e}")
nbx = box_density(cell, box, w0, R0); spec = np.abs(fftn(nbx).ravel()) ** 2
leak = np.sqrt(max(1 - spec[cell.idx].sum() / spec.sum(), 0.0)); assert leak > 1e-7
print(f"relative L2 weight of box density outside the cell G sphere {leak:.2e}")

# ---------- electrostatics with a fixed Gaussian charge ----------
P = np.array([7.6, 7.0, 7.2]); SIG, ZG = 0.7, 2.0
G2 = (cell.G ** 2).sum(1); ker = np.where(G2 > 0, 4 * pi / np.where(G2 > 0, G2, 1.0), 0.0)
bg = -ZG * np.exp(-G2 * SIG ** 2 / 2 - 1j * cell.G @ P) / cell.vol
def energy(n, use_bg=1.0):
    c = fftn(n).ravel()[cell.idx] / cell.N + use_bg * bg
    return 0.5 * cell.vol * ker @ np.abs(c) ** 2, ker * c
print(f"Gaussian charge +{ZG} e, sigma {SIG} bohr, at {vec(P,'.1f')}, distance {np.linalg.norm(P-R0):.4f} bohr")
Vx = cell.to_real(ker * bg).real; win = window(cell, box, o0)
dE = w0 @ box.project(Vx[win], w0, t0)[0] - w0 @ cell.project(Vx, w0, R0)[0]
Vfold = Vx[np.ix_(*[(o0[k] + (np.arange(60) - o0[k]) % 20) % 60 for k in range(3)])]
tail = dense.copy(); tail[win] = 0.0
dE_tail = dV * (tail * (Vfold - Vx)).sum(); l1 = dV * np.abs(tail).sum(); span = Vx.max() - Vx.min()
assert abs(dE - dE_tail) < 1e-11 and 1e-10 < abs(dE) <= span * l1
print(f"fixed V: error {dE:.4e} Ha, tail formula {dE_tail:.4e} Ha")
print(f"tail L1 {l1:.3e} e, V span {span:.4f} Ha, bound {span*l1:.3e} Ha")
Eb, vg = energy(nbx); Db, Fb = box.project(cell.to_real(vg).real[win], w0, t0)
Ed, vg = energy(dense); Dd, Fd = cell.project(cell.to_real(vg).real, w0, R0)
def Ebox(w, R, o):
    return energy(box_density(cell, box, w, R, o))[0]
for p, u in enumerate(np.eye(6)):
    assert abs((Ebox(w0 + 1e-2 * u, R0, o0) - Ebox(w0 - 1e-2 * u, R0, o0)) / 2e-2 - Db[p]) < 1e-9
for k, u in enumerate(np.eye(3)):
    assert abs(-(Ebox(w0, R0 + 1e-4 * u, o0) - Ebox(w0, R0 - 1e-4 * u, o0)) / 2e-4 - Fb[k]) < 1e-6
dF = np.linalg.norm(Fb - Fd)
assert dF < 0.05 * np.linalg.norm(Fd) and abs(Eb - Ed) < 1e-3
print(f"E box {Eb:.7f} Ha, dense {Ed:.7f} Ha, difference {Eb-Ed:.2e} Ha = {(Eb-Ed)*HA_EV*1e3:.3f} meV")
print("D xx yy zz xy xz yz box   (Ha):", vec(Db))
print("D xx yy zz xy xz yz dense (Ha):", vec(Dd))
print("F box (Ha/bohr):", vec(Fb), " dense:", vec(Fd))
print(f"|F box - F dense| {dF:.2e} Ha/bohr = {dF*HA_EV/BOHR_A*1e3:.2f} meV/angstrom")
Rh = np.array([6.1, 5.94, 6.09])
jump = Ebox(w0, Rh, o0 + np.array([1, 0, 0])) - Ebox(w0, Rh, o0)
assert 1e-11 < abs(jump) < 1e-3
print(f"energy jump on moving the origin at x = 6.1 bohr: {jump:.2e} Ha = {jump*HA_EV*1e3:.3f} meV")
# translation over one grid step: self-energy and charge should be constant
rows = []
for s in np.linspace(-0.45, 0.45, 7):
    R = 6.0 + s * H * np.ones(3); o = origin(cell, box, R)
    samp = np.zeros(cell.n)
    samp[window(cell, box, o)] = (w0 @ Q_real(rel_points(cell, box, o, R))).reshape(box.n)
    nb_ = box_density(cell, box, w0, R)
    rows.append([energy(cell.field(w0, R).real, 0.0)[0], energy(nb_, 0.0)[0], energy(samp, 0.0)[0],
                 dV * nb_.sum(), dV * samp.sum()])
rip = np.ptp(np.array(rows), axis=0)
assert rip[0] < 1e-11 and rip[1] < 1e-3 * rows[0][0] and rip[3] < 1e-12 and rip[4] > 1e-9
print(f"self-energy {rows[0][0]:.6f} Ha; ripple dense {rip[0]:.1e}, box {rip[1]:.2e}, sampled {rip[2]:.2e} Ha")
print(f"charge ripple box {rip[3]:.1e} e, directly sampled {rip[4]:.2e} e")

# ---------- measured cost at fixed atom density ----------
def build_dense(c, atoms):
    acc = np.zeros(len(c.idx), complex)
    for w, R in atoms:
        acc += c.coef(w, R)
    return c.to_real(acc).real
def build_box(c, atoms):
    out = np.zeros(c.n)
    for w, R in atoms:
        o = origin(c, box, R); out[window(c, box, o)] += box.field(w, tau(c, R, o)).real
    return out
def timed(fun, rep, *a):
    best = np.inf
    for _ in range(rep):
        t = time.perf_counter(); res = fun(*a); best = min(best, time.perf_counter() - t)
    return best, res
rng = np.random.default_rng(1); nat, td, tb = [], [], []
for p, c, rep in ((2, cell, 3), (3, cubic(90), 2), (4, big, 1)):
    atoms = []
    for ijk in np.ndindex(p, p, p):
        u = rng.normal(size=3)
        atoms.append((weights(u / np.linalg.norm(u)), 6.0 * np.array(ijk) + rng.uniform(-1, 1, 3)))
    ta, na = timed(build_dense, rep, c, atoms); tbx, nb_ = timed(build_box, 7, c, atoms)
    rel = np.linalg.norm(nb_ - na) / np.linalg.norm(na)
    assert rel < 2e-2 and abs(dV * nb_.sum() - p ** 3 * qtot) < 1e-5
    nat.append(p ** 3); td.append(ta); tb.append(tbx)
    print(f"{p**3} atoms, {len(c.idx)} G: dense {ta*1e3:.1f} ms, box {tbx*1e3:.1f} ms, rel L2 diff {rel:.2e}")
sd = np.polyfit(np.log(nat), np.log(td), 1)[0]; sb = np.polyfit(np.log(nat), np.log(tb), 1)[0]
assert sd > 1.6 and 0.7 < sb < 1.4
print(f"measured time exponents in N_at: dense {sd:.2f}, box {sb:.2f}")
print("success")
```

Printed output:

```
O atom LDA total energy -74.4730 Ha, 2p level -0.33838 Ha
virial residual -1.4e-04 Ha
r_c 1.5 bohr, r_in 1.0 bohr, h 0.2 bohr, G_c 14.0 1/bohr, E_c 98.0 Ha
pseudo-orbital c0 c1 c2 (a.u.): 1.155907 -0.587421 0.089374
q_0 coefficients of r^0,2,..8 (a.u.): 3.02770 -6.10770 4.87941 -1.82773 0.26772
q_2 coefficients of r^2,4,..10 (a.u.): 15.66746 -51.94424 68.26926 -41.41745 9.66437
norm deficit 0.340558 e, L=2 moment 0.173954 e bohr^2
qhat_0(G_c) 2.170e-05 e, qhat_2(G_c) -3.654e-04 e
tail: gamma(G_c) 3.038e-04 e/bohr, gamma'(G_c) -4.887e-04 e
cell 12 bohr: 216000 points, 80173 G; box 4 bohr: 8000 points, 2945 g
R (bohr): 6.07 5.94 6.09  box origin index: 20 20 20
tau (bohr): 2.07 1.94 2.09  delta (bohr): 0.07 -0.06 0.09
w = rho xx yy zz, 2 rho xy xz yz: 1.1111 1.4444 1.4444 0.4444 0.4444 0.8889
fold identity residuals 5.6e-16 2.2e-15 5.6e-16 e/bohr^3
max Q 0.97021; max error with phase 8.29e-04, without 1.86e-01 e/bohr^3
max imaginary part with Nyquist terms kept 1.71e-04 e/bohr^3
charge: box 1.36223327 e, 4 x deficit 1.36223327 e
dipole about R, with phase (e bohr): 1.41e-05 -2.73e-05 -2.19e-05
dipole without phase (e bohr): -0.095339 0.081684 -0.122651  -q delta: -0.095356 0.081734 -0.122601
box 10 points (2.0 bohr): relative L2 density error 1.10e-01
box 16 points (3.2 bohr): relative L2 density error 9.15e-04
box 20 points (4.0 bohr): relative L2 density error 7.55e-04
box 24 points (4.8 bohr): relative L2 density error 6.87e-04
box 30 points (6.0 bohr): relative L2 density error 5.91e-04
box 20 points, G_c 8 1/bohr: relative L2 density error 2.33e-02
relative L2 weight of box density outside the cell G sphere 5.82e-04
Gaussian charge +2.0 e, sigma 0.7 bohr, at 7.6 7.0 7.2, distance 2.1672 bohr
fixed V: error 4.1025e-06 Ha, tail formula 4.1025e-06 Ha
tail L1 1.146e-02 e, V span 1.9404 Ha, bound 2.223e-02 Ha
E box 1.5462752 Ha, dense 1.5462716 Ha, difference 3.60e-06 Ha = 0.098 meV
D xx yy zz xy xz yz box   (Ha): 0.351227 0.361184 0.360785 -0.002229 -0.002504 0.003063
D xx yy zz xy xz yz dense (Ha): 0.351217 0.361187 0.360789 -0.002229 -0.002507 0.003063
F box (Ha/bohr): 0.381740 0.258647 0.271375  dense: 0.381790 0.258713 0.271325
|F box - F dense| 9.61e-05 Ha/bohr = 4.94 meV/angstrom
energy jump on moving the origin at x = 6.1 bohr: -2.09e-06 Ha = -0.057 meV
self-energy 1.033655 Ha; ripple dense 2.2e-16, box 1.54e-06, sampled 4.96e-06 Ha
charge ripple box 4.4e-16 e, directly sampled 4.43e-06 e
8 atoms, 80173 G: dense 30.3 ms, box 3.3 ms, rel L2 diff 7.70e-04
27 atoms, 270017 G: dense 241.7 ms, box 9.1 ms, rel L2 diff 7.69e-04
64 atoms, 640603 G: dense 1598.9 ms, box 23.2 ms, rel L2 diff 7.72e-04
measured time exponents in N_at: dense 1.89, box 0.94
success
```
